# Structure Factor and Peak Broadening of a One-Dimensional Gaussian Paracrystal

## Result

Flat, identical layers are stacked along a line. Layer $0$ is at $x_0=0$ and layer $n$ at $x_n=d_1+\dots+d_n$. The assumptions are:

- **A1.** The spacings $d_j$ are independent Gaussian variables with mean $a$ and standard deviation $\sigma$.
- **A2.** Every layer scatters as a point of unit strength.
- **A3.** The number of layers $N$ goes to infinity at fixed wave number $q>0$.

The structure factor is the mean scattered intensity per layer,

$$S_N(q)=\frac1N\Big\langle\Big|\sum_{j=0}^{N-1}e^{iqx_j}\Big|^2\Big\rangle,\qquad S(q)=\lim_{N\to\infty}S_N(q).$$

Taking $q>0$ leaves out the forward peak, where $S_N(0)=N$. Define

$$g=\frac{\sigma}{a},\qquad s(q)=\frac{q^2\sigma^2}{2},\qquad q_m=\frac{2\pi m}{a},\qquad s_m=s(q_m)=2\pi^2m^2g^2,$$

with $m=1,2,\dots$ the peak order.

**Theorem.** Under A1 to A3,

$$S(q)=\frac{\sinh s}{\cosh s-\cos qa}. \tag{1}$$

For fixed $m$ and small $g$, the peak near $q_m$ has the full width at half maximum

$$W_m=\frac{4\pi^2m^2\sigma^2}{a^3}\left[1+s_m^2\left(\frac1{12}-\frac{3}{4\pi^2m^2}\right)+O(s_m^4)\right]. \tag{2}$$

The growth of the width as $m^2$ is thus the leading law for $s_m\ll1$ in a long chain, whereas (1) holds for any $\sigma>0$. No physical constant enters, so the formulas read the same in atomic units and in nanometres.

## Lemma 1: one spacing

**Lemma 1.** The mean phase factor of one spacing is $\varphi\equiv\langle e^{iqd}\rangle=e^{iqa-s}$, and $\langle e^{iq(x_{j+n}-x_j)}\rangle=\varphi^n$ for $n\ge0$.

*Proof.* Write $d=a+\sigma z$ with $z$ a standard Gaussian variable. Then

$$\varphi=e^{iqa}\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}}\,e^{-z^2/2+iq\sigma z}.$$

Completing the square gives $-z^2/2+iq\sigma z=-(z-iq\sigma)^2/2-q^2\sigma^2/2$. The integrand has no singularities and vanishes at both ends of the strip between the real axis and the line shifted by $iq\sigma$. The contour may therefore be shifted, and the remaining Gaussian integral is one. This leaves $\varphi=e^{iqa}e^{-q^2\sigma^2/2}$.

The distance $x_{j+n}-x_j$ is a sum of $n$ independent spacings. The mean of the product of their phase factors is the product of the means, $\varphi^n$. ∎

Since $|\varphi^n|=e^{-ns}$, the memory of the starting layer fades exponentially with distance. The variance of the distance between layers is $n\sigma^2$: each spacing adds its own error and nothing restores the lost position.

## Lemma 2: a finite chain

**Lemma 2.** For $N$ layers and $q>0$,

$$S_N=\mathrm{Re}\,\frac{1+\varphi}{1-\varphi}-\frac2N\,\mathrm{Re}\,\frac{\varphi(1-\varphi^N)}{(1-\varphi)^2}. \tag{3}$$

*Proof.* The squared sum contains $N$ terms with $j=k$, each equal to one. For each $n$ from $1$ to $N-1$ there are $N-n$ pairs at separation $n$. Each pair contributes $\varphi^n$ and its complex conjugate, so

$$S_N=1+\frac2N\,\mathrm{Re}\sum_{n=1}^{N-1}(N-n)\varphi^n.$$

The weight $N-n$ counts the integers $k$ with $n\le k\le N-1$. The sum can therefore be written as a sum of geometric sums:

$$\sum_{n=1}^{N-1}(N-n)\varphi^n=\sum_{k=1}^{N-1}\sum_{n=1}^{k}\varphi^n=\frac{\varphi}{1-\varphi}\sum_{k=1}^{N-1}(1-\varphi^k)$$

$$=\frac{\varphi}{1-\varphi}\left[N-1-\frac{\varphi-\varphi^N}{1-\varphi}\right]=\frac{N\varphi}{1-\varphi}-\frac{\varphi(1-\varphi^N)}{(1-\varphi)^2}.$$

In the last step $1+(\varphi-\varphi^N)/(1-\varphi)=(1-\varphi^N)/(1-\varphi)$ was used. Multiplying by $2/N$ and using $1+2\varphi/(1-\varphi)=(1+\varphi)/(1-\varphi)$ gives (3). ∎

## Proof of the closed form

For $q>0$ and $\sigma>0$ we have $|\varphi|<1$. The second term of (3) is at most $4/(N|1-\varphi|^2)$ in magnitude and vanishes as $N\to\infty$. In the first term, multiply numerator and denominator by $1-\varphi^*$:

$$\frac{1+\varphi}{1-\varphi}=\frac{1-|\varphi|^2+\varphi-\varphi^*}{1-2\,\mathrm{Re}\,\varphi+|\varphi|^2}.$$

The difference $\varphi-\varphi^*$ is imaginary and drops out of the real part. With $|\varphi|=e^{-s}$ and $\mathrm{Re}\,\varphi=e^{-s}\cos qa$,

$$S=\frac{1-e^{-2s}}{1-2e^{-s}\cos qa+e^{-2s}}=\frac{e^{s}-e^{-s}}{e^{s}+e^{-s}-2\cos qa},$$

where the last form follows on multiplying by $e^s$. Dividing by two gives (1). ∎

**Remark 1 (two limits).** As $q\to0^+$, $\sinh s\to q^2\sigma^2/2$. The denominator tends to $q^2a^2/2$, because $\cosh s-1$ is of order $q^4$. Hence $S(0^+)=\sigma^2/a^2=g^2$, far below the value one for independently placed points when $g$ is small. At large $s$, the series $S=1+2\sum_{n\ge1}e^{-ns}\cos nqa$ is dominated by its first terms, so $S\approx1+2e^{-s}\cos qa$. The high orders are then a fading ripple about one, and a peak width loses its meaning.

## Proof of the width law

**Leading order.** Put $\theta=a(q-q_m)$. Then $\cos qa=\cos\theta$, since $q_ma=2\pi m$. For small $s$ and $\theta$, $\sinh s\approx s$ and $\cosh s-\cos\theta\approx(s^2+\theta^2)/2$, so

$$S\approx\frac{2s}{s^2+\theta^2}.$$

If $s$ is held at $s_m$, this is a Lorentzian of height $2/s_m$, which falls to half at $\theta=\pm s_m$. Its full width in $q$ is

$$W_m\approx\frac{2s_m}{a}=\frac{4\pi^2m^2g^2}{a}=\frac{4\pi^2m^2\sigma^2}{a^3}.$$

**Next order.** Two effects remain: the peak is not strictly Lorentzian, and $s$ grows across it. Measure $\theta$ in units of $s_m$ by $\theta=s_mt$. Since $q/q_m=1+\theta/(2\pi m)$ and $s\propto q^2$,

$$s=s_mu,\qquad u=(1+\eta t)^2,\qquad \eta=\frac{s_m}{2\pi m}=\pi mg^2.$$

It is easier to work with the inverse profile $F=2/(s_mS)$, which has a minimum where $S$ has its maximum. The expansions

$$2(\cosh s-\cos\theta)=s^2+\theta^2+\frac{s^4-\theta^4}{12}+\dots,\qquad \sinh s=s\left(1+\frac{s^2}{6}+\dots\right)$$

and the factorization $s^4-\theta^4=(s^2+\theta^2)(s^2-\theta^2)$ give

$$F=\frac{s^2+\theta^2}{s_ms}\left[1+\frac{s^2-\theta^2}{12}-\frac{s^2}{6}+\dots\right]=\left(u+\frac{t^2}{u}\right)\left[1-\frac{s^2+\theta^2}{12}+\dots\right].$$

Expand in $\eta$, using $1/u=1-2\eta t+3\eta^2t^2+\dots$. Both $\eta$ and $s_m$ count as first order, so through second order

$$F=1+t^2+2\eta t(1-t^2)+\eta^2t^2(1+3t^2)-\frac{s_m^2}{12}(1+t^2)^2. \tag{4}$$

Near $t=0$ the terms that fix the minimum are $t^2+2\eta t$. The minimum lies at $t=-\eta$, with value

$$F_{\min}=1-\eta^2-\frac{s_m^2}{12}.$$

Half height of $S$ means $F=2F_{\min}$. Try $t=\pm(1+\tau)$ with $\tau$ of second order. Then $1+t^2=2+2\tau$, the term linear in $\eta$ is of third order because $1-t^2=-2\tau$, and (4) becomes

$$2+2\tau+4\eta^2-\frac{s_m^2}{3}=2-2\eta^2-\frac{s_m^2}{6},\qquad\text{so}\qquad \tau=\frac{s_m^2}{12}-3\eta^2.$$

The width is $W_m=2s_m(1+\tau)/a$, and $\eta^2=s_m^2/(4\pi^2m^2)$ gives the bracket in (2).

The next correction is of fourth order for reasons of symmetry. Changing the sign of $\eta$ mirrors the profile in $t$ and leaves its width unchanged, so the width is even in $\eta$. At fixed $\eta$, $F=2[\cosh(s_mu)-\cos(s_mt)]/[s_m\sinh(s_mu)]$ is even in $s_m$. Terms of third order are therefore absent. ∎

**Remark 2 (peak shift).** The maximum at $t=-\eta$ means $\theta=-s_m\eta$. Relative to $q_m$ the shift is $-s_m\eta/(2\pi m)=-\eta^2=-\pi^2m^2g^4$, to leading order. The peaks move slightly inwards because $S$ falls as $s$ grows.

**Remark 3 (height and area).** At $q_m$ the cosine is one, and (1) gives

$$S(q_m)=\frac{\sinh s_m}{\cosh s_m-1}=\coth\frac{s_m}{2}\approx\frac2{s_m}.$$

Height times width is therefore about $4/a$ for each low order. The area is also nearly constant. With $s$ frozen, each cosine in $1+2\sum e^{-ns}\cos n\theta$ integrates to zero over one period, which leaves $2\pi$ in $\theta$ or $2\pi/a$ in $q$. Disorder spreads the intensity of an order without removing it.

**Remark 4 (other spacing distributions).** The step from $\varphi$ to $\mathrm{Re}[(1+\varphi)/(1-\varphi)]$ did not use the Gaussian shape. For a distribution of fixed shape with finite third moment and small $\sigma$, $\varphi=e^{iqa}[1-q^2\sigma^2/2+O(q^3\sigma^3)]$. The leading width is then unchanged, while (1) and the correction in (2) belong to the Gaussian case. For other shapes the relative correction is already of first order in $s_m$, about $-\gamma_2s_m/6$ with $\gamma_2$ the excess kurtosis, because $\ln|\varphi|=-s+\gamma_2q^4\sigma^4/24+\dots$. At $g=0.05$ the order-3 width is 13% above the square law for uniformly distributed spacings and 25% below it for a shifted exponential, against 1.5% above for the Gaussian.

## Where a width ceases to exist

With $s$ frozen at $s_m$, the half-height condition can be solved without expansion. Setting $\sinh s/(\cosh s-\cos\theta)$ equal to half of $\sinh s/(\cosh s-1)$ gives

$$\cosh s-\cos\theta=2(\cosh s-1)\;\Rightarrow\;1-\cos\theta=\cosh s-1\;\Rightarrow\;\Big|\sin\frac\theta2\Big|=\sinh\frac s2.$$

The last step uses $1-\cos\theta=2\sin^2(\theta/2)$ and $\cosh s-1=2\sinh^2(s/2)$. A solution between neighbouring peaks needs $\sinh(s_m/2)<1$, that is $\pi^2m^2g^2<\operatorname{arcsinh}1$, or

$$m<\frac{\sqrt{\operatorname{arcsinh}1}}{\pi g}\approx\frac{0.30}{g}. \tag{5}$$

Beyond this order the valleys of the frozen profile are higher than half the peak. On the full profile $s$ grows with $q$, so the valley on the high-$q$ side is the first to rise above half height, and (5) is an estimate.

## Why the broadening grows with order

The factor $|\varphi|^n=e^{-ns_m}$ falls to $1/e$ after $1/s_m$ spacings, a length $a/s_m$. Higher orders probe position on a finer scale, and fewer accumulated errors suffice to spoil the phase. As the error variance grows linearly with distance, the useful length falls as $1/m^2$ and the width rises as $m^2$.

A chain without accumulation shows that this is the cause. Let $x_n=na+v_n$, with independent Gaussian displacements $v_n$ of variance $\sigma^2/2$. Neighbour distances again have variance $\sigma^2$, but so do all other distances. Every pair term then carries the same factor $e^{-s}$:

$$S_N^{\rm fixed}=1+2e^{-s}\sum_{n=1}^{N-1}\Big(1-\frac nN\Big)\cos nqa=(1-e^{-s})+e^{-s}S_N^{\rm lattice}.$$

The peaks shrink and stand on a smooth background, but their widths are set by the chain length. For $a=0.29$ nm, $\sigma=0.0145$ nm and $N=150$, the computed widths of orders 1 to 3 are all $0.128\ \mathrm{nm^{-1}}$ to three digits.

## Worked example: an oriented oxide film

Take the same values, so $g=0.05$ and the thickness is $Na=43.5$ nm. Then $q_1=2\pi/0.29=21.67\ \mathrm{nm^{-1}}$, $s_1=2\pi^2(0.05)^2=0.0493$, and

$$W_1\approx\frac{2\times0.0493}{0.29}=0.340\ \mathrm{nm^{-1}}=0.0340\ \text{Å}^{-1}.$$

Widths measured on the closed form (1) compare with the square law as follows.

| $m$ | $S(q_m)$ | $W_m$ (nm⁻¹) | square law (nm⁻¹) |
|---|---|---|---|
| 1 | 40.5 | 0.340 | 0.340 |
| 2 | 10.2 | 1.365 | 1.361 |
| 3 | 4.58 | 3.110 | 3.063 |
| 4 | 2.66 | 5.741 | 5.445 |
| 5 | 1.82 | 9.884 | 8.508 |

Relative to the square law, the excess is 0.25% at order 2, 1.5% at order 3 and 16% at order 5. For order 3, (2) predicts $0.444^2\times(0.0833-0.0084)=1.5\%$. For order 5 it predicts about 12%, which shows that higher terms matter once $s_m$ exceeds one. At order 1 the two parts of the correction nearly cancel, $0.0833-0.0760=0.0073$, and the deviation is 0.002%.

The estimate (5) gives 5.98. A search over orders 1 to 6 of the full profile finds half-height points on both sides up to order 5, in agreement. For other $g$ the estimate can be one order too high: at $g=0.049$ it gives 6.10, but order 5 is still the last. The decay length $a/s_m$ is 5.9 nm for order 1 and 0.65 nm, little more than two spacings, for order 3.

**Finite thickness.** Near a peak $1-\varphi\approx s-i\theta$. If $Ns_m\gg1$, $\varphi^N$ can be dropped, and (3) becomes

$$S_N\approx\frac{2s}{s^2+\theta^2}-\frac2N\,\frac{s^2-\theta^2}{(s^2+\theta^2)^2}.$$

The correction lowers the maximum by the fraction $1/(Ns_m)$ and vanishes at the old half-height points $\theta=\pm s_m$. The new half-height points therefore satisfy, to first order, $1/(1+t^2)=\tfrac12[1-1/(Ns_m)]$, so $t\approx1+1/(Ns_m)$. The width grows by

$$\frac{2s_m}{a}\,\frac1{Ns_m}=\frac{2}{Na}=0.046\ \mathrm{nm^{-1}},$$

independent of order. The widths computed from (3) are 0.397, 1.414 and 3.159 nm⁻¹, an excess of 0.057, 0.049 and 0.049 over the endless chain. Among these three orders the estimate is poorest at order 1, where $Ns_1$ is only 7.4. It also needs small $s_m$: at order 5 the excess is 0.075 nm⁻¹. Applying the square law directly to the first peak of this film would give $\sigma=0.0157$ nm, 8% above the true value.

The height at $q_1$ falls from 40.5 to 35.07. Averaging the intensity of randomly drawn chains of 150 layers gives $35.04\pm0.19$ (one standard error). The accumulated rms end-to-end error is $\sigma\sqrt{149}=0.177$ nm, more than half a spacing.

**The real case.** The spacing is a rough value for indium gallium zinc oxide films whose layers lie parallel to the substrate; $\sigma$ and $N$ are chosen, not measured. With X-rays of 8.05 keV the first peak lies at $2\theta_{\rm B}=30.8^\circ$ with width $0.50^\circ$ in the endless model, and the third at $105.5^\circ$ with width $7.2^\circ$. Order 4 would need $q=86.7\ \mathrm{nm^{-1}}$, beyond the largest accessible value of 81.6. In real films neighbouring spacings need not be independent. If their correlation decays as $\rho^{|i-j|}$, the variance per spacing of a long stack is $\sigma^2(1+2\sum_{k\ge1}\rho^k)=\sigma^2(1+\rho)/(1-\rho)$. For $\rho=-0.2$ and $+0.2$ the computed first width becomes 0.227 and 0.510 nm⁻¹, the largest change among the effects sized here. A fully amorphous film is a three-dimensional network and is outside this model.

The other neglected effects change the width of the first peak less, for the values assumed:

- **Unequal layers.** One indium layer alternates with two gallium-zinc layers. Weighting them by electron number, 65 against 38.5, leaves the first width at 0.340 nm⁻¹ but adds satellites at the multiples of $q_1/3$ between the main peaks. In the endless chain with equal mean spacings, the one at $2q_1/3$ has 7.9% of the first peak's height. The one at $q_1/3$ has the same layer contrast but a four times smaller $s$, and since heights go as $1/s$ it is about four times as high. These heights do not carry over to a real film: with 150 layers the ratio of the two is only about 1.8, and a difference between the mean indium to gallium-zinc and gallium-zinc to gallium-zinc distances changes the layer contrast and can reverse their order. It also affects the higher orders: with illustrative mean distances of 0.303 and 0.264 nm the first width of the endless chain stays at 0.340 nm⁻¹, but the intensity at $8q_1/3$ reaches about two thirds of that at $q_3$ and the third-order width rises from 3.11 to 3.25 nm⁻¹.
- **Columns of different mean spacing.** A Gaussian spread of 0.3% alone gives a width of 0.153 nm⁻¹ at order 1 and 0.459 at order 3. Taken alone it grows as $m$, against $m^2$ for paracrystalline disorder. Folded with the peaks of the endless chain, however, it adds only 0.062, 0.071 and 0.074 nm⁻¹ at orders 1 to 3. This is nearly independent of order and is hard to tell from the effect of finite thickness.
- **Thermal motion.** Independent displacements of rms size 0.008 nm, a rough room-temperature value, multiply the pair terms by 0.97 at order 1 and 0.76 at order 3. Like the fixed-site disorder above, they lower the peaks and add a smooth background. In the endless chain the width at half the total height, background included, rises by less than 0.1% at order 1 but by 7% at order 3.
- **Negative spacings.** The Gaussian permits them, with probability about $3\times10^{-89}$ per spacing here.

Reading $\sigma$ from a measured width with the square law thus requires that thickness, instrument and column spread be accounted for, that $s_m$ be small (smaller still if the spacings are far from Gaussian), and that spacing correlations be weak or known. The remaining computed values are in the numerical output.

## Calculated quantities

```
spacing a = 0.29 nm, sigma = 0.0145 nm, g = 0.05
layers N = 150, thickness N a = 43.5 nm
first-order position q_1 = 21.666 1/nm
S(q -> 0+) = 0.00250
order: s_m, height, FWHM (1/nm), square law (1/nm), deviation (%)
  1: 0.0493, 40.54, 0.3403, 0.3403, 0.002
  2: 0.1974, 10.16, 1.3648, 1.3613, 0.253
  3: 0.4441, 4.58, 3.1098, 3.0630, 1.529
  4: 0.7896, 2.66, 5.7409, 5.4453, 5.428
  5: 1.2337, 1.82, 9.8842, 8.5083, 16.171
first-order FWHM = 0.03403 1/angstrom
order 1: area/(2 pi/a) = 1.0031, decay length a/s_m = 5.877 nm
order 2: area/(2 pi/a) = 1.0021, decay length a/s_m = 1.469 nm
order 3: area/(2 pi/a) = 1.0007, decay length a/s_m = 0.653 nm
relative shift of first peak = -6.17e-05
limit of resolved orders = 5.98, last = 5
random chains: S_N(q_1) = 35.04 +- 0.19
finite-chain formula: S_N(q_1) = 35.07
largest random-chain deviation = 1.87 std errors
rms end-to-end spread: sampled 0.1780 nm, formula 0.1770 nm
X-ray: 8.05 keV, wavelength 0.1540 nm, largest q 81.59 1/nm
order 1: 2theta = 30.80 deg, FWHM = 0.50 deg
order 2: 2theta = 64.14 deg, FWHM = 2.26 deg
order 3: 2theta = 105.54 deg, FWHM = 7.23 deg
order: FWHM of film with N layers, of fixed-site chain (1/nm)
  1: 0.3969, 0.1280
  2: 1.4136, 0.1281
  3: 3.1592, 0.1283
sigma read from film order 1 = 0.01566 nm
spacing correlation -0.2: first FWHM = 0.2269 1/nm, ratio 0.667
spacing correlation +0.2: first FWHM = 0.5097 1/nm, ratio 1.498
electrons per layer: InO2 65, (Ga,Zn)O 38.5
unequal layers: first FWHM = 0.3404 1/nm
satellite at 2 q_1/3: height/first peak = 0.0787
column spread 0.3 %: width at order 1 = 0.1531 1/nm, at order 3 = 0.4592 1/nm
thermal rms 0.008 nm: peak factor order 1 = 0.970, order 3 = 0.763
probability of a negative spacing = 2.8e-89
```
